\section*{Pressure and penetration depth in diffusion-limited atomic-layer coating}

\section{The balance that sets the depth}

\textbf{Q.} I have a deep round hole to coat in one self-limiting half-cycle. If I raise the total pressure at fixed precursor mole fraction, the mouth sees more precursor. Surely the coating goes deeper?

\textbf{A.} More precursor waits at the mouth, but it also moves more slowly through the denser gas. Let the hole have diameter $d$ and be deep enough that the coating never reaches its end. During the exposure time $t$, the mouth is held at mole fraction $x$, pressure $P$ and temperature $T$. For an ideal gas the precursor density there is
\begin{equation}
n_0=\frac{xP}{k_BT}.
\end{equation}
The question is how the diffusivity $D$ answers this factor of $P$.

\textbf{Q.} Then derive its pressure dependence.

\textbf{A.} Take a dilute precursor, which collides almost entirely with carrier molecules. A molecule with collision radius $a$ sweeps a volume $\pi a^2\ell_p$ along a path $\ell_p$. With fixed scatterers of density $n_g$, the mean free path is therefore $\lambda=1/(n_g\pi a^2)$. Motion of the carrier multiplies the collision rate by a ratio of thermal speeds that does not depend on $n_g$, so $\lambda\propto1/n_g\propto1/P$ at fixed $T$. In a simulation with randomly placed scatterers, doubling their density shortened the path by a factor 2.018.

Now let each collision randomize the direction. Flight lengths $l$ are exponentially distributed, with $\langle l^2\rangle=2\lambda^2$, and an isotropic direction contributes $\langle\cos^2\rangle=1/3$ along the axis. Successive axial steps are uncorrelated. At speed $v$ the mean flight time is $\lambda/v$, so
\begin{equation}
D=\frac{\langle(\Delta z)^2\rangle}{2\langle\Delta t\rangle}
=\frac{2\lambda^2/3}{2\lambda/v}=\frac{\lambda v}{3}.
\end{equation}
If the free path is the same at all speeds, averaging over thermal speeds replaces $v$ by $\bar v=\sqrt{8k_BT/(\pi m)}$, where $m$ is the precursor mass. If the free path varies with speed, or collisions partly preserve direction, I define the transport path by $\lambda=3D/\bar v$. In either case $DP$ depends on temperature and on the gas pair, but not on pressure.

\textbf{Q.} That gives a flux. I asked about a depth.

\textbf{A.} Let the wall take up $\sigma$ molecules per unit area. The wall area per unit gas volume is $\pi d/(\pi d^2/4)=4/d$, so the capacity per unit volume is $4\sigma/d$. Suppose first that bare wall captures precursor quickly, and that the gas holds much less precursor than the wall. A coated region of length $L$ then ends at a sharp front where the density is nearly zero. The steady density profile is linear, and the arriving flux pays for the advance:
\begin{equation}
\frac{Dn_0}{L}=\frac{4\sigma}{d}\frac{dL}{dt}.
\end{equation}
Multiply by $L$ and integrate from $L=0$ at $t=0$. This gives $Dn_0t=(4\sigma/d)L^2/2$. Calling the result $L_0$,
\begin{equation}
L_0=\sqrt{\frac{Dn_0td}{2\sigma}}
=\sqrt{\frac{x(DP)td}{2\sigma k_BT}}.
\label{eq:L0}
\end{equation}
The pressure cancels. The comparison holds $x$, $t$, $T$, $d$ and $\sigma$ fixed.

\textbf{Q.} Put numbers in it.

\textbf{A.} I use round parameters: $d=20\,\mu\mathrm m$, $T=473$ K, $x=0.001$, $t=1$ s and $\sigma=4\,\mathrm{nm}^{-2}$. At 760 Torr I take $D=0.20\,\mathrm{cm^2/s}$, and the ideal-gas law gives $n_0=1.55\times10^{16}\,\mathrm{cm^{-3}}$. In SI units,
\begin{equation}
L_0=\sqrt{\frac{(2.0\times10^{-5})(1.55\times10^{22})(1)(2.0\times10^{-5})}
{2(4.0\times10^{18})}}\ \mathrm m=8.8\times10^{-4}\ \mathrm m.
\end{equation}
This is 881 $\mu$m, or 44 diameters. At 100 Torr, $D$ rises to $1.52\,\mathrm{cm^2/s}$ and $n_0$ falls to $2.04\times10^{15}\,\mathrm{cm^{-3}}$. The product, and so $L_0$, is unchanged.

\section{A wall that reacts at a finite rate}

\textbf{Q.} You assumed fast capture. My precursor sticks once in a hundred wall collisions.

\textbf{A.} Then the front has a width, and depth needs a definition. Let $\theta$ be the fraction of wall capacity filled, and define $L=\int_0^\infty\theta\,dz$, the length of fully coated hole holding the same deposit.

The one-sided flux onto a wall is
\begin{equation}
n\int_0^\infty v_\perp\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv_\perp^2/(2k_BT)}dv_\perp
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4}.
\end{equation}
With bare-wall sticking probability $s$, set $k=s\bar v/4$. If only empty sites react, and gas storage is still neglected,
\begin{equation}
\sigma\,\partial_t\theta=kn(1-\theta),\qquad
D\,\partial_z^2n=\frac{4\sigma}{d}\partial_t\theta .
\end{equation}
The density $n$ is taken as uniform across the hole, which requires $kd/D$ to be small; for the sticking probability and mass used below it is 0.10 at 100 Torr and 0.79 at 760 Torr. Define $u=(k/\sigma)\int_0^t n\,dt'$. The first equation integrates to $-\ln(1-\theta)=u$, hence $\theta=1-e^{-u}$. Integrating the second over time from a bare wall, and multiplying by $k/(\sigma D)$, gives
\begin{equation}
u''=\frac{1-e^{-u}}{\ell^2},\qquad \ell^2=\frac{Dd}{4k}.
\end{equation}
Multiply by $u'$ and integrate. Since $u$ and $u'$ vanish deep in the hole, the constant is fixed:
\begin{equation}
\frac{(u')^2}{2}=\frac{u-1+e^{-u}}{\ell^2}.
\label{eq:first}
\end{equation}
At the mouth $u=U=kn_0t/\sigma$. Because $\theta=\ell^2u''$ and $u'(0)<0$,
\begin{equation}
L=-\ell^2u'(0)=\ell\sqrt{2(U-1+e^{-U})}.
\label{eq:sticking}
\end{equation}
Also $2\ell^2U=Dn_0td/(2\sigma)=L_0^2$. Therefore
\begin{equation}
L=L_0\sqrt{1-\frac{1-e^{-U}}{U}}
\simeq L_0\left(1-\frac1{2U}\right),\qquad U\gg1.
\end{equation}

\textbf{Q.} And if the exposure is short?

\textbf{A.} For $U\ll1$, $U-1+e^{-U}\simeq U^2/2$, so $L\simeq\ell U$. Neglecting gas storage here also requires $t\gg d/(4k)$, the time in which a bare wall drains the gas. Now $\ell\propto D^{1/2}\propto P^{-1/2}$ and $U\propto P$, so $L\propto P^{1/2}$, as long as the density stays uniform across the hole; with radial variation included, the exponent between 100 and 760 Torr is about 0.485 for the parameters below. The pressure independence is lost because the wall is not saturated even at the mouth. Diffusion still matters in this limit, since $L\propto D^{1/2}$ at fixed pressure; it is the pressure independence that requires $U\gg1$.

For $s=0.01$ and a precursor mass of 100 u, $\bar v=316$ m/s and $k=0.79$ m/s. This gives $U\simeq404$ at 100 Torr and $3.07\times10^3$ at 760 Torr. The losses $1/(2U)$ are 0.12\% and 0.016\% of $L_0$.

\textbf{Q.} I measure where the coverage drops to one half, not an integral.

\textbf{A.} Half coverage means $u=\ln2$. From (\ref{eq:first}), $dz=-\ell\,du/\sqrt{2(u-1+e^{-u})}$, so
\begin{equation}
z_{1/2}=\ell\int_{\ln2}^{U}\frac{du}{\sqrt{2(u-1+e^{-u})}}.
\end{equation}
At large $u$ the integrand differs from $1/\sqrt{2(u-1)}$ by an exponentially small amount. The integral thus approaches $\sqrt{2(U-1)}$ plus a constant, and by (\ref{eq:sticking}) $z_{1/2}-L$ approaches that constant times $\ell$. Its value is $-0.161$ from the integral at 100 Torr, and the time-dependent solution described below gives the same value. With $\ell=31\,\mu$m at 100 Torr and $11\,\mu$m at 760 Torr, the half-coverage point lies about 5 and 2 $\mu$m short of $L$. At 760 Torr $\ell$ is smaller than $d$, so the uniform-density assumption is only rough there: allowing radial variation changes the constant to about $-0.18$ and raises the loss $1/(2U)$ by about 5\% of itself. This offset varies as $P^{-1/2}$, more slowly than $1/(2U)$, so the definition of depth affects the small corrections but not the leading result.

\section{Precursor held in the gas}

\textbf{Q.} At high pressure the hole itself contains more precursor. You ignored the filling of the gas volume.

\textbf{A.} Restore it, with a sharp front at $z=L(t)$:
\begin{equation}
\partial_tn=D\partial_z^2n,\quad n(0,t)=n_0,\quad n(L,t)=0,\quad
\frac{4\sigma}{d}\frac{dL}{dt}=-D\,\partial_zn\big|_{L}.
\end{equation}
The solution that starts from an empty hole is
\begin{equation}
n=n_0\left[1-\frac{\operatorname{erf}(z/2\sqrt{Dt})}{\operatorname{erf}r}\right],
\qquad L=2r\sqrt{Dt}.
\end{equation}
It satisfies the diffusion equation and both density conditions. At the front,
\begin{equation}
-D\,\partial_zn\big|_L=\frac{Dn_0e^{-r^2}}{\sqrt{\pi Dt}\,\operatorname{erf}r},
\qquad \frac{dL}{dt}=r\sqrt{\frac Dt}.
\end{equation}
Inserting these in the front balance gives
\begin{equation}
\sqrt\pi\,r e^{r^2}\operatorname{erf}r=S,\qquad S=\frac{n_0d}{4\sigma}.
\label{eq:root}
\end{equation}
$S$ is the precursor density at the mouth divided by the wall capacity per unit volume. For small $r$, $\operatorname{erf}r\simeq(2/\sqrt\pi)(r-r^3/3)$ and $e^{r^2}\simeq1+r^2$, so the left side is $2r^2(1+2r^2/3)$. Hence $r^2\simeq(S/2)(1-S/3)$ and
\begin{equation}
L\simeq\sqrt{2SDt}\left(1-\frac S6\right)=L_0\left(1-\frac S6\right),
\end{equation}
since $2SDt=Dn_0td/(2\sigma)=L_0^2$. For small $S$ this loss at the end of the exposure grows in proportion to pressure. At 760 Torr, $S=0.019$ and the loss is 0.32\%; at 100 Torr it is 0.04\%.

\textbf{Q.} And the precursor still in the hole when the exposure ends?

\textbf{A.} Part of it diffuses on to the front during the purge. To count that part, multiply the diffusion equation by $z$, integrate from the mouth to the front, and use the front balance:
\begin{equation}
\frac{d}{dt}\left[\int_0^L z\,n\,dz+\frac{2\sigma}{d}L^2\right]=D\,n(0,t).
\end{equation}
The right side is $Dn_0$ during the exposure and zero once the purge has cleared the mouth. When no gas is left in the hole, $(2\sigma/d)L^2=Dn_0t$, which is $L=L_0$. The purge thus recovers the whole storage loss, provided that the mouth is cleared quickly and the hole is left to empty. Below, $L$ is the depth at the end of the exposure unless I say otherwise.

\section{Molecules that meet the wall first}

\textbf{Q.} At low pressure the molecules hit the wall before they hit each other. Why should $D\propto1/P$ survive?

\textbf{A.} It does not survive indefinitely. Diffusivity is the time integral of the axial velocity correlation. With isotropic scattering and diffuse wall reflection, either kind of collision erases the memory of axial velocity. Let $q$ be the distance to the wall along the initial direction and $\mu$ the axial direction cosine. The chance of flying a distance $l<q$ without a gas collision is $e^{-l/\lambda}$, so
\begin{equation}
D_{\rm eff}=v\left\langle\mu^2\int_0^q e^{-l/\lambda}dl\right\rangle
=v\lambda\left\langle\mu^2(1-e^{-q/\lambda})\right\rangle .
\end{equation}
Since $D=v\lambda/3$, the fractional loss is $3\langle\mu^2e^{-q/\lambda}\rangle$.

For $\lambda\ll d$ this comes from a thin layer near the wall, which may be treated as flat. At distance $y$ from it, a molecule heading outward at angle $\alpha$ to the normal has $q=y/\cos\alpha$ and $\mu=\sin\alpha\cos\varphi$. Integration over $y$ gives $\lambda\cos\alpha$, and the wall area per volume is $4/d$. Thus
\begin{align}
1-\frac{D_{\rm eff}}D
&=3\,\frac{4\lambda}{d}\,\frac1{4\pi}
\int_0^{2\pi}\cos^2\varphi\,d\varphi
\int_0^{\pi/2}\sin^3\alpha\cos\alpha\,d\alpha\nonumber\\
&=3\,\frac{4\lambda}{d}\,\frac{1}{4\pi}\,\pi\,\frac14
=\frac{3\lambda}{4d}.
\end{align}
Depth varies as $\sqrt{D_{\rm eff}}$, so its relative loss is $3\lambda/(8d)$. Simulated random flights in a tube with $\lambda/d=0.1$ gave a coefficient 0.759. Direct integration of the average above over the round section gives 0.746 at this $\lambda/d$, so the simulated value carries a sampling error of about 0.01. The coefficient $3/4$ assumes isotropic scattering and a free path independent of speed. A heavy precursor in a light carrier meets neither condition, so the coefficient differs somewhat. With $\lambda=3D/\bar v$, a collision rate independent of speed gives $8/(3\pi)=0.85$, and the limit of a very heavy molecule in Brownian motion gives about 0.73. Over this range the rise in depth from 100 to 760 Torr found below lies between 2.2 and 2.6\%, and the pressure of greatest depth between about 810 and 870 Torr.

\textbf{Q.} What replaces the rule when wall collisions dominate?

\textbf{A.} For $\lambda\gg d$, $D_{\rm eff}=v\langle\mu^2q\rangle$. Let $\beta$ be the angle to the axis and $p$ the distance to the wall projected on the cross-section, so $q=p/\sin\beta$ and $\mu=\cos\beta$. The angular average is
\begin{equation}
\left\langle\frac{\cos^2\beta}{\sin\beta}\right\rangle
=\frac12\int_0^\pi\cos^2\beta\,d\beta=\frac\pi4 .
\end{equation}
For the mean of $p$, slice the disc of radius $R=d/2$ into parallel chords of length $c=2\sqrt{R^2-b^2}$, with $b$ the distance from the centre. Integrating $p$ along one chord gives $c^2/2$, hence
\begin{equation}
\langle p\rangle=\frac1{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db
=\frac{8R}{3\pi}=\frac{4d}{3\pi}.
\end{equation}
The product is $d/3$, so $D_{\rm eff}=vd/3$, or $\bar vd/3$ after the thermal average. Random flights at $\lambda/d=100$ gave 0.970 of this value; direct integration gives 0.979, the difference again being sampling error. This diffusivity does not depend on pressure, while $n_0\propto P$. For a saturating exposure with small gas storage, therefore, $L\propto P^{1/2}$ at fixed mole fraction.

\section{The range in which the rule works}

\textbf{Q.} You now have two losses that fall with pressure and one that rises. What remains of pressure independence?

\textbf{A.} At the end of the exposure, a broad maximum. To first order the losses add:
\begin{equation}
\frac L{L_0}=1-\frac{3\lambda}{8d}-\frac1{2U}-\frac S6
=1-\frac AP-BP .
\end{equation}
Setting the derivative $A/P^2-B$ to zero gives $P_*=\sqrt{A/B}$. With the wall coefficient $3/4$, the losses at 760 Torr are 0.00355, 0.00016 and 0.00323, so
\begin{equation}
P_*=760\sqrt{\frac{0.00355+0.00016}{0.00323}}\ \mathrm{Torr}
\simeq815\ \mathrm{Torr}.
\end{equation}
Away from first order I combine the factors as
\begin{equation}
L\simeq2r\sqrt{D_{\rm eff}t}\,
\sqrt{1-\frac{1-e^{-U}}U},\qquad
D_{\rm eff}=D\left(1-\frac{3\lambda}{4d}\right),
\end{equation}
with $r$ from (\ref{eq:root}). Its numerical maximum lies at 823 Torr, where $L/L_0=0.993$. The finished coating has no such maximum: the purge recovers the storage loss, the two remaining losses only fall with pressure, and the depth levels off towards $L_0$.

\textbf{Q.} Multiplying separately derived factors is a guess.

\textbf{A.} It is an approximation, so it was compared with a time-dependent solution of the gas and coverage equations, with storage and finite sticking acting together. Formula and solution both give 855 $\mu$m at 100 Torr, 875 $\mu$m at 760 Torr and 862 $\mu$m at 5000 Torr. Both use the same $D_{\rm eff}$, so this comparison tests the combination and not the wall coefficient, which the random flights test. The 5000 Torr case is there to enlarge the storage loss and is not proposed as a process condition.

Between 100 and 760 Torr the pressure rises 7.6-fold and the depth at the end of the exposure by 2.3\%, for the wall coefficient $3/4$. The mean exponent $d\ln L/d\ln P$ is 0.011.

\textbf{Q.} My precursor comes from a source at fixed temperature. Diluting it with more carrier does not raise its partial pressure.

\textbf{A.} Then you are holding $n_0$ fixed, not $x$. Equation (\ref{eq:L0}) gives $L\propto D^{1/2}\propto P^{-1/2}$, and extra carrier gas hinders you. Keep the partial pressure of the 760 Torr case and lower the total to 100 Torr: the calculated depth rises from 875 to 2354 $\mu$m. The exponent is $-0.488$ and not $-0.5$, mainly because wall collisions reduce $D_{\rm eff}$ at the lower pressure.

\textbf{Q.} Does the mouth not have a resistance of its own?

\textbf{A.} It does. As an estimate, treat the gas outside as diffusing steadily to a hemisphere of diameter $d$. For a density difference $\Delta n$ the total rate is $\pi dD\Delta n$; dividing by $\pi d^2/4$ gives a flux $D\Delta n/(d/4)$. The mouth thus acts like an extra length $e=d/4=5\,\mu$m. Replacing $L$ by $L+e$ in the flux gives $L^2+2eL=L_0^2$, hence $L\simeq L_0-e$, a loss of 0.6\%. This is a lower estimate, because it leaves out the gas between the hemisphere and the flat mouth. Treating the mouth as a flat absorbing disc, for which the total rate is $2dD\Delta n$, gives $e=\pi d/8\simeq8\,\mu$m and a loss of 0.9\%. The loss is somewhat larger than the others at 760 Torr, but being geometric it does not depend on pressure while $\lambda\ll d$.

\textbf{Q.} And the flow drawn in by the uptake?

\textbf{A.} In a stagnant carrier with total density $c$, the precursor flux is $J=-cD\,\partial_zx+xJ$. Integrating $J=-cD\,\partial_zx/(1-x)$ along the hole gives $JL=-cD\ln(1-x)\simeq cDx(1+x/2)$, where $x$ is now the mouth value. The depth gains a factor $1+x/4$, or 0.025\%, which depends on $x$ and not on pressure. Returning reaction products would change this small term. The flow has mean speed $J/c\simeq xD/L$. For laminar flow in a round tube, the pressure drop over the length $L$ is then $32\eta(xD/L)L/d^2=32\eta xD/d^2$. With a carrier viscosity $\eta=2.5\times10^{-5}$ Pa s, this estimate gives about 0.3 Pa at 100 Torr, or $2\times10^{-5}$ of $P$, and less at 760 Torr. It leaves out the slip along the wall that arises when the two gases differ in molecular mass, so it gives only the order of magnitude.

\textbf{Q.} Where does this leave a real process?

\textbf{A.} The example lies in the regime of atmospheric-pressure spatial atomic-layer coating applied to microchannels. Its values are rough, and one second is a long exposure for a fast spatial coating head; since $L_0\propto t^{1/2}$, 0.1 s would give $L_0\simeq280\,\mu$m, of which the mouth resistance then takes 2 to 3\%. The fixed mouth composition is an assumption to check. If depletion outside the hole halves $x$ there, $L_0$ falls by a factor $\sqrt2$, far more than any correction above. Hole size matters too: at 760 Torr the transport path $\lambda=3D/\bar v$ is about 190 nm (the distance between single collisions of a heavy precursor is several times shorter), so a 100 nm hole lies outside the molecular-diffusion regime. Total pressure can be chosen for other reasons, at little cost in depth, provided that the mouth mole fraction and exposure time are held fixed, $\lambda\ll d$ and $U\gg1$. The model also assumes irreversible capture on empty sites only, with no loss or reversible adsorption on wall already coated, and a partial pressure $xP$ below the saturation pressure of the precursor. The depth at the end of the exposure, before the purge, needs $S\ll1$ as well; the finished coating does not, if the mouth is cleared quickly and the hole is left to empty before the next reactant enters. Emptying takes a time of order $L_0^2/D$, about 0.04 s at 760 Torr, which grows in proportion to pressure. The numerical output lists these quantities at each pressure.

\section*{Computed results}
\begin{verbatim}
hole diameter = 20 um; temperature = 473 K
mole fraction = 0.0010; pulse time = 1.0 s
wall capacity = 4.0 nm^-2; sticking = 0.01
precursor mass = 100 u
mean thermal speed = 316.5 m/s; wall velocity k = 0.7911 m/s
free-path ratio on doubling density = 2.018
wall coefficient from random flights = 0.759 at lam/d = 0.1
D_eff/(d v/3) at lam/d = 100: 0.970
--- P = 100 Torr
D = 1.5200 cm^2/s; n0 = 2.0415e+15 cm^-3
lam = 1440.9 nm; lam/d = 0.07205
U = 403.8; S = 0.00255; ell = 30.99 um
losses: 3lam/8d = 0.02702; 1/2U = 0.00124; S/6 = 0.00043
L0 = 880.79 um; first-order L/L0 = 0.9713
L formula = 855.24 um; L numerical = 855.23 um
--- P = 760 Torr
D = 0.2000 cm^2/s; n0 = 1.5516e+16 cm^-3
lam = 189.6 nm; lam/d = 0.00948
U = 3068.8; S = 0.01939; ell = 11.24 um
losses: 3lam/8d = 0.00355; 1/2U = 0.00016; S/6 = 0.00323
L0 = 880.79 um; first-order L/L0 = 0.9930
L formula = 874.69 um; L numerical = 874.69 um
--- P = 5000 Torr
D = 0.0304 cm^2/s; n0 = 1.0208e+17 cm^-3
lam = 28.8 nm; lam/d = 0.00144
U = 20189.5; S = 0.12760; ell = 4.38 um
losses: 3lam/8d = 0.00054; 1/2U = 0.00002; S/6 = 0.02127
L0 = 880.79 um; first-order L/L0 = 0.9782
L formula = 862.43 um; L numerical = 862.43 um
L0/d = 44.0
half-coverage offset/ell at 100 Torr: formula -0.161, numerical -0.161
exponent dlnL/dlnP, 100-760 Torr, fixed x = 0.0111
exponent, fixed partial pressure = -0.4881
depth at 100 Torr, partial pressure of 760 Torr case = 2353.7 um
P* first order = 815 Torr; numerical maximum = 823 Torr
L/L0 at maximum = 0.9931
--- neglected effects, 760 Torr unless stated
mouth resistance, (d/4)/L0 = 0.00568
net-flow gain in depth = 0.000250
100 Torr: radial/wall resistance k d/(8D) = 0.0130; pressure drop/P = 2.28e-05
760 Torr: radial/wall resistance k d/(8D) = 0.0989; pressure drop/P = 3.95e-07
film per cycle = 0.1 nm; relative narrowing = 1.0e-05
carrier viscosity used = 2.5e-05 Pa s
\end{verbatim}
